# Why Bonded Alumina on Nickel Does Not Wrinkle Elastically on Cooling

**Question.** Nickel shrinks more than alumina on cooling, so an alumina film bonded to nickel is put under strong compression. A compressed stiff layer on a softer base can relieve its stress by wrinkling. Why does this film not do so elastically, when the thermal mismatch strain is below one percent?

**Answer.**

## What a wrinkle gains and what it costs

A wrinkled film is longer along its own surface than its projection on the interface, so wrinkling lets a compressed film expand. Against this gain stand two costs, compared here at equal gain. The film must bend, which is expensive at short wavelengths. The bonded metal must follow, alternately pulled up and pushed down to a depth of about one wavelength, which is expensive at long wavelengths. The film wrinkles if, at some wavelength, the gain exceeds the sum of the costs.

Take a film of thickness $h$ on a thick metal, both isotropic and linearly elastic, with an intact interface. Subscripts $f$ and $s$ denote film and substrate; $E$ is Young's modulus, $\nu$ Poisson's ratio, $\mu$ the shear modulus and $\kappa$ the bulk modulus. The film compression $\sigma_0$ is counted positive. The equations contain no physical constants, so they hold unchanged in atomic units; the numbers below are in engineering units.

Cooling by $\Delta T$ with an expansion difference $\Delta\alpha$ gives an equal compressive strain $\varepsilon_m=\Delta\alpha\,\Delta T$ in both in-plane directions. The free surface carries no normal stress, so Hooke's law reads $\varepsilon_m=(\sigma_0-\nu_f\sigma_0)/E_f$, and

$$\sigma_0=\frac{E_f\,\varepsilon_m}{1-\nu_f}.$$

Now add a small displacement $u$ to this stressed state. The strain, complete to second order, is

$$e_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)+\tfrac12\sum_l\partial_iu_l\,\partial_ju_l .$$

The film stress changes the stored energy by $-\sigma_0(e_{11}+e_{22})$ per volume. The linear part of this averages to zero over a periodic wrinkle; the quadratic part is negative, and this release of energy is the gain. With $\varepsilon$ the linear strain and $C$ the elastic constants, the energy change is

$$\Delta W=\tfrac12\int\varepsilon{:}C{:}\varepsilon\;-\;\tfrac12\sigma_0\int_{\rm film}\left(|\partial_1u|^2+|\partial_2u|^2\right).$$

The flat film is stable while $\Delta W>0$ for every $u$. The small balancing tension in the metal is left out here.

## The half-space wrinkling strain

Let the film deflect by $w=A\cos kx$. At height $z$ from its middle plane, bending gives the strain $-zw''$. No strain occurs along the crests, so the stress is $-\bar E_fzw''$ with $\bar E=E/(1-\nu^2)$. Integrating the energy over the thickness gives $\frac12Dw''^2$ per area, with

$$D=\bar E_f\int_{-h/2}^{h/2}z^2dz=\frac{\bar E_fh^3}{12}.$$

The gain per area is $\frac12\sigma_0h\,w'^2$.

The metal fills $y<0$ and resists with a normal traction $KA\cos kx$. To find $K$, use the stress function $\phi=(a+by)e^{ky}\cos kx$, with $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$ and $\sigma_{xy}=-\phi_{xy}$. In plane strain, with $n=\nu_s/(1-\nu_s)$,

$$\varepsilon_{yy}=\frac{\sigma_{yy}-n\sigma_{xx}}{\bar E_s},\qquad \varepsilon_{xx}=\frac{\sigma_{xx}-n\sigma_{yy}}{\bar E_s}.$$

Integrating $\varepsilon_{yy}$ from great depth to the surface gives the amplitude of the surface displacement,

$$v=\frac{-(1+n)ka+(1-n)b}{\bar E_s},$$

while the amplitude of the normal traction is $p=-k^2a$.

If the interface transmits no shear traction, $\sigma_{xy}=0$ at $y=0$ requires $b=-ka$. Then $v=-2ka/\bar E_s$, and

$$K=\frac pv=\frac{\bar E_sk}{2}.$$

Averaging squared sines and cosines gives the same factor $\frac12$ in every energy term. Gain and cost therefore balance when $\sigma hk^2=Dk^4+K$, or

$$\sigma(k)=\frac{\bar E_f(kh)^2}{12}+\frac{\bar E_s}{2kh}.$$

The first term is the bending cost and the second the cost of moving the metal. With $q=kh$ and $r=\bar E_s/\bar E_f$, setting the derivative to zero gives $\bar E_fq/6=\bar E_s/(2q^2)$, hence $q^3=3r$. At this point the second term equals $\bar E_fq^2/6$, twice the first, and

$$\sigma_c=\frac{\bar E_f}{4}(3r)^{2/3}.$$

For compression in one direction with no strain along the crests, the critical strain is $\sigma_c/\bar E_f=\frac14(3r)^{2/3}$. Thermal mismatch is equibiaxial. Its stress per strain is $E_f/(1-\nu_f)=\bar E_f(1+\nu_f)$, so the strain to compare with $\varepsilon_m$ is

$$\varepsilon_c=\frac{(3r)^{2/3}}{4(1+\nu_f)}.$$

## The comparison for alumina on nickel

Take rough round values: $E_f=400$ GPa, $\nu_f=0.25$, $E_s=200$ GPa, $\nu_s=0.30$, $\Delta\alpha=7\times10^{-6}$ per K and $\Delta T=1000$ K. The film is 3 µm thick. Then

$$\varepsilon_m=0.70\%,\qquad \sigma_0=\frac{400\times0.0070}{0.75}=3.73\ \text{GPa}\quad(0.0233\ \text{eV/Å}^3).$$

The plane-strain moduli are 426.7 and 219.8 GPa, so $r=0.515$. The plate estimate gives $kh=(1.545)^{1/3}=1.16$ and

$$\sigma_c=\frac{426.7}{4}(1.545)^{2/3}=143\ \text{GPa},\qquad \varepsilon_c=27\%.$$

This is 38 times the mismatch strain. The reason is that nickel is stiff too, with about half the stiffness of alumina. A base so stiff suppresses long wrinkles and leaves only short ones, which the film can hardly bend into.

The figure of 27% is not a predicted failure strain, for three reasons:

- Linear elasticity does not hold at such strains.
- The wavelength, $2\pi h/1.16=16$ µm ($1.6\times10^5$ Å), is only about five film thicknesses, so thin-plate theory is being used outside its range.
- The interface is bonded, while $K$ was found without shear traction.

The third point can first be sized within plate theory. A film that blocks sliding altogether imposes $\varepsilon_{xx}=0$ at $y=0$. There $\sigma_{xx}=k^2a+2kb$ and $\sigma_{yy}=-k^2a$, so $b=-ka(1+n)/2$. Inserting this in $v$ gives

$$K=\frac{2\bar E_sk}{(1+n)(3-n)}=\frac{\bar E_sk}{2}\,\frac{4(1-\nu_s)^2}{3-4\nu_s}.$$

For $\nu_s=0.30$ the last factor is 1.089. Since $\sigma_c$ varies as $K^{2/3}$, it rises by about 6%. This leaves out the sideways motion of the film's lower face as the film bends, which matters for short waves. In full elasticity, bonding raises the lowest critical stress from 101 to 130 GPa.

The plate approximation can be removed by minimizing the ratio of cost to gain in $\Delta W$ over all displacements through the depth. Done numerically with finite elements for $kh$ between 0.2 and 12, this gives a lowest critical stress of 130 GPa at $kh\approx2.5$. The plate value is 10% higher, and its wavelength is about twice as long. The minimum is shallow: for very short waves, which feel only the alumina surface, the critical stress is 135 GPa. The full linear result corresponds to a strain of 24%, which is still far outside the linear range.

## A lower bound without plate theory

What must be decided is whether the film is stable at 0.7% strain, where linear elasticity is a sound approximation. For this a lower bound on the critical stress is enough:

$$\sigma_c=\min_u\frac{\int\varepsilon{:}C{:}\varepsilon}{\int_{\rm film}(|\partial_1u|^2+|\partial_2u|^2)}.$$

Two changes can only lower this ratio.

First, replace the alumina by nickel. The elastic energy density of an isotropic solid is $\frac12\kappa(\mathrm{tr}\,\varepsilon)^2+\mu\,\varepsilon'{:}\varepsilon'$, where $\varepsilon'$ is the traceless part of the strain. Alumina has the larger value of both moduli: $\mu$ is 160 against 77 GPa, and $\kappa$ is 267 against 167 GPa. The numerator therefore falls for any given displacement.

Second, let the compression act at every depth and not just in the film. The denominator then grows.

What remains is a uniform nickel half-space under uniform compression $\sigma$. Components with different in-plane wave vectors do not mix, and isotropy lets $x$ lie along the wave vector. The gain density is then $\frac12\sigma k^2|u|^2$. With $\tau$ the stress caused by $u$, stationarity of the energy gives

$$\sum_j\partial_j\tau_{ij}+\sigma k^2u_i=0,$$

with a traction-free surface. This is the equation of an elastic wave with $\sigma k^2$ in place of density times squared frequency. The softest surface disturbance is thus the static counterpart of a Rayleigh wave.

To solve it, write $u_x=\Phi_x+\Psi_y$ and $u_y=\Phi_y-\Psi_x$, where subscripts on $\Phi$ and $\Psi$ are derivatives. Set $\xi=\sigma/\mu_s$ and

$$\gamma=\frac{\mu_s}{\kappa_s+\frac43\mu_s}=\frac{1-2\nu_s}{2-2\nu_s}.$$

The solutions that decay with depth are $\Phi=Fe^{\alpha y}\cos kx$ and $\Psi=Ge^{\beta y}\sin kx$, with

$$\alpha^2=k^2(1-\gamma\xi),\qquad \beta^2=k^2(1-\xi).$$

Vanishing shear and normal tractions at $y=0$ require, in turn,

$$-2k\alpha F+k^2(2-\xi)G=0,\qquad k^2(2-\xi)F-2k\beta G=0.$$

A nonzero solution exists if $k^4(2-\xi)^2=4k^2\alpha\beta$, that is,

$$(2-\xi)^2=4\sqrt{(1-\gamma\xi)(1-\xi)}.$$

Squaring, expanding and removing the root $\xi=0$ gives

$$\xi^3-8\xi^2+(24-16\gamma)\xi-16(1-\gamma)=0.$$

The left side is $-16(1-\gamma)<0$ at $\xi=0$ and $+1$ at $\xi=1$, so a root lies between. For $\nu_s=0.30$, $\gamma=0.286$ and the slope is positive throughout this interval, so there is one such root, $\xi=0.860$. Disturbances that do not decay with depth need $\xi\ge1$. So do displacements along the crests: their elastic energy density is at least $\frac12\mu_sk^2u_z^2$, against a gain of $\frac12\sigma k^2u_z^2$. The root below one is therefore the minimum, and

$$\sigma_c\ \ge\ \xi\mu_s=0.860\times76.9=66\ \text{GPa}\quad(0.413\ \text{eV/Å}^3).$$

The wavelength and the film thickness have both dropped out. Within this model, then, no choice of thickness makes the bonded film wrinkle at the given mismatch. In terms of strain,

$$\varepsilon_c\ \ge\ \frac{\xi\mu_s(1-\nu_f)}{E_f}=12\%.$$

The actual stress of 3.73 GPa is smaller than the bound by a factor of 17.7. For any wrinkle whatever, the energy gained is thus at most $1/17.7$, or about 6%, of the elastic energy it costs. That is why the film stays flat.

The bound is not an estimate of the threshold: the full calculation lies at twice its value. It also needs the film to be stiffer than the metal in both shear and bulk modulus. A film softer than its base can become unstable in its own surface at a lower stress.

## The model beside a real scale

Alumina scales grow on nickel alloys that contain aluminium, since pure nickel forms nickel oxide. A thickness of a few micrometres and cooling by about 1000 K are ordinary for such scales, and the moduli above are of the right size for alumina and nickel near room temperature. An important elastic simplification is the use of cold, isotropic nickel. A nickel crystal is cubic and has two shear constants, and both are lower in hot nickel. Take 30 and 80 GPa for them and 140 GPa for the bulk modulus, as rough values for hot nickel. Using the smaller shear constant for every shear can only lower the energy, so the same argument applies with $\mu_s=30$ GPa and gives a bound of 27 GPa, 60% below the earlier one. Stress built up during oxide growth may add roughly 1 GPa of compression. The dependence of the moduli on strain, taken roughly as ten times the strain, changes them by 7%. With all three taken against the film,

$$\frac{26.6\times0.93}{3.73+1}=5.2,$$

so the conclusion survives. This is pessimistic, because it combines hot metal with the full stress of the cold film.

The metal also carries the balancing tension. For 1 mm of metal oxidized on both faces, force balance gives $2\times3.73\ \text{GPa}\times3/1000=22$ MPa. This is tiny beside the elastic bound, and being tensile it opposes wrinkling. For hot, soft nickel, however, such a stress may not be negligible as a cause of creep.

## What would let the film leave its flat state

**A far softer base.** Solving the formula for $\varepsilon_c$ for the modulus ratio at which wrinkling begins at $\varepsilon_m$ gives

$$r=\frac{[4(1+\nu_f)\varepsilon_m]^{3/2}}{3}=\frac{(0.035)^{3/2}}{3}=0.0022.$$

With Poisson's ratio held at 0.30, the base would need a Young's modulus of 0.85 GPa, about 240 times below that of nickel and in the range of polymers. Here $kh=0.19$, so the plate formula is in its proper range; the full elastic critical stress is 9.5% above the plate value. Nearly all of this excess comes from the bond: with a freely sliding interface, the full elastic value is within 1% of the plate value. The effect is larger than the 6% found above because the lower face of the bending film also moves sideways and drags the metal with it. The half-space wrinkling strain is thus a good guide for stiff films on polymers, and for alumina on nickel a sign that elastic wrinkling is out of reach.

**Creep of the metal.** Elastic stability rests on the metal's ability to hold a shear stress. If hot nickel flows, that resistance fades with time. For an incompressible elastic base $\nu_s=\frac12$ and $\bar E_s=4\mu_s$, so both expressions for $K$ become $2\mu_sk$. For slow viscous flow, strain is replaced by strain rate and $\mu_s$ by the shear viscosity $\eta$. Here $\eta$ is taken as independent of stress, which is a simplification: hot nickel often creeps faster than in proportion to the stress. The amplitude then obeys

$$2\eta k\,\dot A=(\sigma_0hk^2-Dk^4)A .$$

The growth rate $(\sigma_0hk-Dk^3)/(2\eta)$ is largest when $\sigma_0h=3Dk^2$, which means

$$hk_*=\sqrt{\frac{4\sigma_0}{\bar E_f}}=0.187,\qquad \text{largest rate}=\frac{\sigma_0hk_*}{3\eta}.$$

As long as the compression is maintained there is no threshold: sufficiently long waves grow, and viscosity sets the pace. For growth by a factor $e$ during one hour at constant full stress,

$$\eta=\frac{3.73\times10^9\times0.187\times3600}{3}=8\times10^{11}\ \text{Pa s}.$$

A more viscous metal gives less growth in that time. The estimate assumes that the film stress is held, as on very thick metal. On metal 1 mm thick, oxidized on both faces, the balancing tension would stretch metal of this viscosity and relax the film stress in about 1600 s. A lower viscosity does not help, because it speeds up relaxation and wrinkle growth equally: in this model a single load of 3.73 GPa amplifies a wave by a factor of at most about 1.3. Within this model, marked waviness on such metal therefore needs compression that is renewed in one direction, for example by continued oxide growth. Temperature cycles alone do not supply it. With $H$ the metal thickness and $\sigma$ the current film stress, the metal stretches at the rate $\sigma h/(3\eta H)$, so the growth term $\sigma hk/(2\eta)$ adds up to $\frac32kH$ times the net stretch of the metal, whatever the viscosity. A film that has relaxed on cooling goes into tension on reheating, which reverses the stretch and flattens the wave again. Waviness that builds up cycle by cycle needs effects left out here, such as plastic yielding or nonlinear creep of the metal, or relaxation of the oxide itself. At the full stress the fastest-growing wave in this model is about 100 µm long; at a lower stress it is longer, as $1/\sqrt{\sigma_0}$. The full stress is itself an extreme case, because on cooling it is reached only when the metal is cold and hardly creeps. The largest growth rate varies as $\sigma_0^{3/2}/\eta$, so at a constant 1 GPa, growth by a factor $e$ in one hour needs a viscosity of about $1.2\times10^{11}$ Pa s. Waviness caused by creep is permanent deformation of the metal, not elastic wrinkling.

**Loss of the bond.** Where the film has come away from the metal along a strip of width $2b$, the cost of moving the metal disappears. The film is then a plate clamped at $x=\pm b$ and obeys $Dw''''+\sigma hw''=0$. Among shapes that do not vary along the strip, the lowest that is flat at both edges is $w=A(1+\cos(\pi x/b))$. Inserting it gives $D(\pi/b)^2=\sigma h$, or

$$\sigma=\frac{\pi^2\bar E_f}{12}\left(\frac hb\right)^2 .$$

At 3.73 GPa this clamped-plate formula gives buckling at a full width of

$$2b=2\pi h\sqrt{\frac{\bar E_f}{12\sigma_0}}=58\ \text{µm},$$

about 19 film thicknesses. For a buckle that is uniform along the strip, full elasticity gives a somewhat smaller width, about 53 µm, because the edges give way elastically. Variation along the strip lowers this only slightly: by about 2 µm if the film could deflect both up and down, and by no more than that in fact, because the metal below blocks downward deflection. The same film under the same stress, far from unstable while bonded, buckles over a debonded strip of modest width. An alumina scale that has buckled on cooling therefore points to a failed interface, and one that has become wavy while still attached points to an inelastic cause, such as creep of the metal or uneven oxide growth.

Most of the values are in the numerical output below.

## Computed results

```
INPUTS (rough round values)
alumina Young modulus: 400 GPa
alumina Poisson ratio: 0.25
nickel Young modulus: 200 GPa
nickel Poisson ratio: 0.3
expansion difference: 7e-06 1/K
cooling interval: 1000 K
film thickness: 3 um
metal thickness: 1000 um
LOAD AND PLATE ESTIMATE
mismatch strain: 0.7 %
film stress: 3.733 GPa
film stress converted: 0.0233 eV/A^3
alumina plane-strain modulus: 426.7 GPa
nickel plane-strain modulus: 219.8 GPa
plane-strain modulus ratio: 0.5151
plate wrinkling stress: 142.6 GPa
plate strain, plane strain: 33.42 %
plate strain, equibiaxial: 26.73 %
plate strain / mismatch: 38.19
plate kh: 1.156
plate wavelength: 16.3 um
plate wavelength converted: 1.63e+05 A
bonding stiffness factor: 1.089
FULL ELASTICITY AND LOWER BOUND
full minimum stress, kh 0.2 to 12: 129.6 GPa
kh at that minimum: 2.46
full strain, equibiaxial: 24.3 %
alumina short-wave limit: 135.2 GPa
alumina shear modulus: 160 GPa
nickel shear modulus: 76.92 GPa
alumina bulk modulus: 266.7 GPa
nickel bulk modulus: 166.7 GPa
Rayleigh factor xi: 0.8601
lower-bound stress: 66.16 GPa
lower bound converted: 0.4129 eV/A^3
lower-bound strain: 12.41 %
lower bound / film stress: 17.72
NEGLECTED EFFECTS AND EXCEPTIONS
hot nickel soft shear, rough: 30 GPa
hot nickel hard shear, rough: 80 GPa
hot nickel bulk modulus, rough: 140 GPa
hot anisotropic lower bound: 26.63 GPa
growth stress, rough: 1 GPa
modulus change, rough: 7 %
combined pessimistic margin: 5.23
mean metal tension: 22.4 MPa
substrate E needed to wrinkle: 0.847 GPa
nickel E / needed E: 236
full / plate stress there: 1.095
cooling time: 3600 s
viscosity for one e-fold: 8.38e+11 Pa s
creep wavelength: 101 um
debond width that buckles: 58.2 um
```
